# Coupled step flow: volume conservation, contact events and the repulsive time-step limit

## 1. Definitions and conventions

Consider \(N\) straight parallel steps on a crystal surface that descends towards \(+x\). Step \(i\) is at \(x_i\) and has integer height \(p_i\), counted in layers of thickness \(h\). The surface has period \(L\), so \(x_{i+N}=x_i+L\) and \(p_{i+N}=p_i\). The gap
\[
w_i=x_{i+1}-x_i>0
\]
is the terrace below step \(i\) and above step \(i+1\). Growth moves steps towards \(+x\).

The algebra is in atomic units, with the temperature \(T\) written as an energy. Numbers are in electronvolts, angstroms and seconds. Energies and volumes are per unit length of step.

Neighbouring steps repel through
\[
E=\sum_i \frac{g\,p_ip_{i+1}}{w_i^2},\qquad g>0 .
\]
Since \(x_i\) enters \(w_i\) with a minus sign and \(w_{i-1}\) with a plus sign,
\[
u_i\equiv\frac1{p_i}\frac{\partial E}{\partial x_i}
=2g\left(\frac{p_{i+1}}{w_i^3}-\frac{p_{i-1}}{w_{i-1}^3}\right).
\]
This is the inverse-cube repulsion. If each atom covers an area \(\Omega\) of one layer, advancing the step by \(\delta x\) adds \(p_i\delta x/\Omega\) atoms and costs \(p_iu_i\delta x\). The chemical potential is therefore \(\Omega u_i\). For \(|\Omega u_i|\ll T\), the adatom density in equilibrium with the step is
\[
c_i=c_0(1+\Omega u_i/T).
\]

Adatoms diffuse with diffusivity \(D\), arrive with flux \(F\), and neither desorb nor nucleate islands. Their density adjusts to the current gaps (quasi-static approximation). The density on a terrace relaxes in a time of at most \(w(w+d_l+d_u)/D\), where \(d_l,d_u\) are the attachment lengths defined in Section 2. The approximation holds when this time is short compared with the time in which gaps change, and \(|\dot x_i|(w+d_l+d_u)/D\ll1\). The small number of adatoms stored on terraces is left out of the crystal volume.

## 2. The velocity law

On one terrace let \(s\) run from 0 to \(w\). The balance \(Dc''=-F\) gives
\[
c(s)=A+Bs-\frac{Fs^2}{2D}.
\]
Let \(J_L\) and \(J_R\) be the atom currents into the left and right edges. Attachment lengths \(d_l,d_u\) are the diffusivity divided by the attachment rate for atoms reaching a step from its lower and upper terrace. They are taken to be the same for single and multiple steps. The left edge is step \(i\), approached from below; the right edge is step \(i+1\), approached from above. Hence
\[
J_L=Dc'(0)=\frac{D}{d_l}[c(0)-c_i],\qquad
J_R=-Dc'(w)=\frac{D}{d_u}[c(w)-c_{i+1}].
\]
From \(Dc'(w)=J_L-Fw\) follows \(J_R=Fw-J_L\): every deposited atom reaches an edge. The profile also gives \(D[c(w)-c(0)]=J_Lw-Fw^2/2\). Inserting the edge densities from the attachment laws,
\[
D(c_{i+1}-c_i)+d_u(Fw-J_L)-d_lJ_L=J_Lw-\tfrac12Fw^2 .
\]
Define \(d=d_l+d_u\), \(W_i=w_i+d\), \(\kappa=Dc_0\Omega/T\) and \(\delta_i=u_{i+1}-u_i\), so that \(D(c_{i+1}-c_i)=\kappa\delta_i\). Collecting \(J_L\),
\[
J_{L,i}=\frac{\kappa\delta_i+Fw_i(w_i/2+d_u)}{W_i},\qquad
J_{R,i}=\frac{-\kappa\delta_i+Fw_i(w_i/2+d_l)}{W_i}.
\]
Step \(i\) collects from both sides:
\[
p_i\dot x_i=\Omega\,(J_{L,i}+J_{R,i-1}).
\]
As a sign check, a narrow gap between two otherwise isolated steps has \(u_i>0>u_{i+1}\), hence \(\delta_i<0\). Its repulsive current takes atoms from step \(i\) and gives them to step \(i+1\), so the gap opens.

## 3. Conservation of crystal volume

Let \(M=\sum_ip_ix_i\). Each terrace appears once through each edge, so
\[
\dot M=\Omega\sum_i(J_{L,i}+J_{R,i})=\Omega F\sum_iw_i=\Omega FL .
\]
To identify \(M\) with volume, write the surface height in layers as
\[
H(x)=\sum_ip_i\left\lfloor\frac{x_i-x}{L}\right\rfloor-m ,
\]
where \(m\) is an integer used below for relabelling. If \(0\le x_i<L\), the floor function is 0 up to \(x_i\) and \(-1\) beyond it, so its integral over the period is \(x_i-L\). Raising \(x_i\) by \(L\) adds one to the floor function and \(L\) to the integral, so the result holds for any \(x_i\). Therefore
\[
V=h\int_0^LH\,dx=h(M-Lm)+\text{const},\qquad \dot V=h\Omega FL .
\]
Here \(h\Omega\) is the volume per atom and \(FL\) the number deposited per time.

**Time stepping.** A Runge–Kutta step is \(x'=x+\Delta t\sum_sb_sk_s\), with \(\sum_sb_s=1\). Each stage velocity obeys \(\sum_ip_ik_{s,i}=\Omega FL\), because the cancellation above is algebraic. Thus
\[
M'=M+\Delta t\,\Omega FL
\]
for any step length, apart from rounding. Volume conservation consequently cannot show that the step length is adequate.

**Joining.** Suppose steps \(i,i+1\) join irreversibly when their gap reaches a finite contact width \(w_c\). This is a rule of the model, not a result of the repulsion. The joined height is \(p_i+p_{i+1}\), and preserving \(M\) fixes its position:
\[
X=\frac{p_ix_i+p_{i+1}x_{i+1}}{p_i+p_{i+1}} .
\]
If the pair is step \(N\) and the image of step 1, \(x_1+L\) is used. Then \(M\) rises by \(p_1L\) and \(m\) by \(p_1\), leaving \(V\) unchanged. Since \(X\) lies between the old positions, both adjacent gaps widen and joining creates no new contact. The energy \(E\) is not conserved: the pair term disappears, the terms with the outer neighbours change, and the internal energy of a multiple step is not modelled.

## 4. Why the gap cannot close to zero

Between joinings, the energy changes at the rate
\[
\dot E=\sum_ip_iu_i\dot x_i=\Omega\sum_i(u_iJ_{L,i}+u_{i+1}J_{R,i}).
\]
Write \(u_i=\bar u_i-\delta_i/2\) and \(u_{i+1}=\bar u_i+\delta_i/2\). The repulsive currents contribute \(-\kappa\delta_i^2/W_i\); the deposition terms combine to give
\[
\dot E=-\Omega\kappa\sum_i\frac{\delta_i^2}{W_i}
+\Omega F\sum_iw_i\left[\bar u_i+\frac{(d_l-d_u)\delta_i}{2W_i}\right].
\]
Let \(S^2=\sum_i\delta_i^2\). Three estimates bound this expression.

- Since \(W_i\le L+d\), the first sum is at most \(-\Omega\kappa S^2/(L+d)\).
- A common translation leaves \(E\) unchanged, so \(\sum_ip_iu_i=0\) and the \(u_i\) cannot all have one sign. Hence \(\max|u|\le\max u-\min u\). Going round the ring both ways between the extremes gives \(\max u-\min u\le\frac12\sum|\delta_i|\le\frac12\sqrt N\,S\).
- Since \(|d_l-d_u|\le W_i\), the last term is at most \(\frac12\Omega FLS\).

Together,
\[
\dot E\le-\frac{\Omega\kappa S^2}{L+d}+\frac{\Omega FL(1+\sqrt N)}2S
\le\frac{\Omega F^2L^2(1+\sqrt N)^2(L+d)}{16\kappa},
\]
where the last step maximizes the quadratic in \(S\). Energy thus grows at most linearly in time. Because \(p_i\ge1\), each gap satisfies \(w_i\ge\sqrt{g/E}>0\). Collision at zero width is excluded at any finite time, but contact at finite \(w_c\) is not. The argument needs \(g>0\) and \(\kappa>0\). It is a statement about the equations with the linearized density \(c_i\), which ceases to describe a surface once \(|\Omega u_i|\sim T\). For a pair of single steps this happens at gaps near \((2g\Omega/T)^{1/3}\), about 3 Å for \(g=0.10\) eV Å and the parameters of Section 9.

The bound is loose. Over 150 irregular trains, the largest energy growth was \(4.9\times10^{-4}\) of it. This sample is not a worst case: with \(g\) chosen to maximize the growth, the ratio reaches about 0.03. The trains use \(g\) up to \(10^4\) eV Å, and 60 of them have \(|\Omega u|>T\), so they test the algebra rather than a physical regime. Its use is to prove positivity, not to estimate a gap.

## 5. The time-step limit for a uniform train

Take single steps with equal gaps \(w\), displaced by small \(\varepsilon_i\). Expanding \(w_i^{-3}\) to first order,
\[
u_i=-\frac{6g}{w^4}(\varepsilon_{i+1}-2\varepsilon_i+\varepsilon_{i-1}).
\]
In the unperturbed train \(\delta_i=0\), so changes of \(W_i\) in the repulsive current are second order. That current gives
\[
\dot\varepsilon_i=\frac{\Omega\kappa}{W}(u_{i+1}-2u_i+u_{i-1}).
\]
For a mode with phase \(k\) per step, each second difference multiplies by \(-(2-2\cos k)\). The displacement decays at the rate
\[
\lambda(k)=\frac{6\Omega\kappa g}{w^4W}(2-2\cos k)^2,\qquad
\lambda_{\max}=\frac{96\,\Omega\kappa g}{w^4(w+d)} .
\]
The maximum is the zigzag mode, \(k=\pi\), in which neighbouring steps move oppositely. It fits the period only if the number of steps is even; for an odd number the largest rate is lower, and the time-step limit below is on the safe side.

The classical fourth-order Runge–Kutta method multiplies a mode with rate \(-\lambda\) by
\[
\mathcal R(z)=1+z+\frac{z^2}{2}+\frac{z^3}{6}+\frac{z^4}{24},\qquad z=-\lambda\Delta t .
\]
On the negative axis \(\mathcal R\) returns to 1 at \(z=-2.7853\). The repulsive limit is therefore
\[
\Delta t_{\max}=2.7853\,\frac{w^4(w+d)}{96\,\Omega\kappa g}.
\]
It scales as \(w^4\) for \(w\ll d\), where attachment limits transport, and as \(w^5\) for \(w\gg d\), where diffusion does. One power of \(w\) beyond the inverse cube comes from linearizing the force; the factor \(W\) is the transport resistance.

Deposition adds a further zigzag rate. Let \(f_L,f_R\) be the deposition parts of \(J_L,J_R\). With \(\varepsilon_{i\pm1}=-\varepsilon_i\), their linearization gives \(2\Omega(f_R'-f_L')\varepsilon_i\). Since \(f_R-f_L=F(d_l-d_u)w/W\), the rate is
\[
\sigma_F=\frac{2\Omega F(d_l-d_u)d}{W^2}.
\]
Easier attachment from above, \(d_l>d_u\), makes this a growth rate and drives pairing. Such growth belongs to the model equations, not to the time stepping; reducing \(\Delta t\) does not remove it.

For a general phase \(k\), the same linearization with \(f_L'+f_R'=F\) gives the deposition rate \(\tfrac12\sigma_F(1-\cos k)+i\,\Omega F\sin k\). Two consequences follow. The imaginary part describes waves running along the train; since \(|\mathcal R(iy)|\le1\) only for \(|y|\le2\sqrt2\), it restricts \(\Delta t\) to about \(2.8/(\Omega F)\). And because the repulsive decay falls as \((1-\cos k)^2\), modes with \(1-\cos k<2\sigma_F/\lambda_{\max}\) grow even when \(\lambda_{\max}>\sigma_F\), provided the period is long enough to hold them.

## 6. A bound for irregular trains

Let \(w\) now be the smallest gap, \(W=w+d\), and \(R=p_{\max}/p_{\min}\). Define \((By)_i=y_{i+1}-y_i\), \(P=\mathrm{diag}(p_i)\) and \(K=\mathrm{diag}(\kappa/W_i)\). The repulsive velocity is \(-\Omega P^{-1}B^{T}KBu\). With \(\mathsf H\) the matrix of second derivatives of \(E\), its Jacobian \(\mathsf J\) satisfies
\[
P\mathsf JP^{-1}=-\Omega\left[B^{T}KB\,(P^{-1}\mathsf HP^{-1})-B^{T}CBP^{-1}\right],
\quad C=\mathrm{diag}(\kappa\delta_i/W_i^2).
\]
The term with \(C\) comes from differentiating \(1/W_i\). The similarity transformation leaves the eigenvalues unchanged. In the Euclidean norm:

- \(\|B\|^2\le4\), so \(\|B^{T}KB\|\le4\kappa/W\).
- The diagonal entries of \(P^{-1}\mathsf HP^{-1}\) are at most \(12gR/w^4\), and the absolute off-diagonal entries in a row sum to at most \(12g/w^4\). The norm is thus at most \(12g(1+R)/w^4\).
- Each \(|u_i|\le2gp_{\max}/w^3\), so \(|\delta_i|\le4gp_{\max}/w^3\), and the \(C\) term has norm at most \(16\kappa gR/(w^3W^2)\).

For deposition, \(f_L'\) and \(f_R'\) are positive and sum to \(F\). For example, \(f_L'=F(w_i^2/2+w_id+d_ud)/W_i^2\). Moving one step changes two gaps, so absolute column sums of the current's Jacobian are at most \(2F\); row sums are at most \(4F\). The Euclidean norm is at most the geometric mean of these bounds, \(2\sqrt2F\), and \(P^{-1}\) does not increase it. Every eigenvalue therefore has magnitude at most
\[
\Lambda=\frac{\Omega\kappa g}{w^4W}\left[48(1+R)+16R\frac wW\right]+2\sqrt2\,\Omega F .
\]
A numerical scan finds that the left half-disc of radius 2.615 lies inside the Runge–Kutta stability region. Thus \(\Delta t\le2.615/\Lambda\) suffices for decaying modes with the coefficients frozen. It is not a nonlinear stability theorem. In the irregular trains, the largest eigenvalue magnitude reached at most 0.38 of the bound. The bound is nearly attained by uniform trains: without deposition and with an even number of steps, \(\lambda_{\max}/\Lambda=96/(96+16w/W)\), which tends to 1 for \(w\ll d\).

## 7. Detecting and applying an event

The integration uses one tenth of \(2.615/\Lambda\), and also limits the estimated change of every gap to one tenth of its width. Each step proceeds as follows.

1. Compute a trial Runge–Kutta step of length \(\Delta t\).
2. If every new gap is at least \(w_c\), accept it.
3. Otherwise find \(\tau\in[0,\Delta t]\) for which a Runge–Kutta step of length \(\tau\), from the same starting state, has smallest gap \(w_c\).
4. Accept the step of length \(\tau\), join the touching pair at \(X\), and continue.

The root exists because the smallest gap is continuous in \(\tau\) and changes side of \(w_c\). The event state comes from a complete Runge–Kutta step, so it inherits the volume law. A gap that crosses \(w_c\) twice within one trial step can be missed; the gap-change limit reduces this risk but does not exclude it.

## 8. Two steps: when does repulsion prevent contact?

Let two single steps have gaps \(a<b\), with \(a+b=L\). Then \(u_1=-u_2=U\), where \(U=2g(a^{-3}-b^{-3})\), and \(\delta_a=-2U\), \(\delta_b=2U\). Subtracting the step velocities,
\[
\dot a=\Omega\left[4\kappa U\left(\frac1{W_a}+\frac1{W_b}\right)
+F(d_l-d_u)\left(\frac a{W_a}-\frac b{W_b}\right)\right].
\]
Use \(W_a+W_b=L+2d\) and \(aW_b-bW_a=d(a-b)\):
\[
\dot a=\frac{\Omega}{W_aW_b}\left[8\kappa g(a^{-3}-b^{-3})(L+2d)-F(d_l-d_u)d(b-a)\right].
\]
The repulsion that holds a gap \(a\) stationary is
\[
g_*(a)=\frac{F(d_l-d_u)d(b-a)}{8\kappa(a^{-3}-b^{-3})(L+2d)} .
\]
For \(d_l>d_u\) it increases with \(a\), because \((b-a)/(a^{-3}-b^{-3})=(ab)^3/(L^2-ab)\) and \(ab\) increases up to \(a=L/2\). Starting above \(w_c\), the pair makes contact if \(g<g_*(w_c)\). If \(g>g_*(w_c)\), the gap would open at \(w_c\), so contact is prevented. As \(a\to L/2=w\), \(g_*\to F(d_l-d_u)dw^4/(48\kappa W)\), which is also the condition \(\lambda_{\max}=\sigma_F\).

## 9. Worked numbers

The round model parameters are \(\Omega=10\) Å\(^2\), \(h=3\) Å, \(D=10^8\) Å\(^2\)/s, \(c_0=10^{-5}\) Å\(^{-2}\), \(F=0.1\) Å\(^{-2}\)s\(^{-1}\), \(d_l=90\) Å, \(d_u=10\) Å and \(w_c=10\) Å. At 900 K, \(T=0.07756\) eV and
\[
\kappa=\frac{10^8\times10^{-5}\times10}{0.07756}=1.289\times10^5\ \text{Å}^2/(\text{eV s}).
\]

**Time-step limit.** For \(g=0.10\) eV Å and a uniform 10 Å gap,
\[
\lambda_{\max}=\frac{96\times10\times1.289\times10^5\times0.10}{10^4\times110}=11.25\ \text{s}^{-1},
\]
and, with one more digit of the rate, \(\Delta t_{\max}=2.7853/11.253=0.2475\) s, or \(1.023\times10^{16}\) atomic time units. At 20 Å it is 4.32 s, larger by \(2^4\times120/110=17.5\). At 100 Å it is about 4500 s. These limits are for repulsion alone. With \(\Omega F=1\) s\(^{-1}\) the deposition waves require \(\Delta t\) below about 2.8 s, so already at 20 Å repulsion does not govern the choice of step.

A direct test without deposition took 40 time steps on either side of the 10 Å limit. At 0.97 of the limit the zigzag fell to 0.0063 of its initial amplitude; at 1.03 it grew 150-fold. The unstable run showed no volume error at the printed precision, as Section 3 predicts.

**Critical repulsion.** For \(L=200\) Å and \(a=10\) Å,
\[
g_*=\frac{0.1\times80\times100\times180}{8(1.289\times10^5)(10^{-3}-190^{-3})400}
=0.349\ \text{eV Å},
\]
or 0.0242 hartree bohr. Starting from a 60 Å gap, a run at \(0.9g_*\) made contact after 2.07 s. At \(1.1g_*\) the pair settled at 10.336 Å, agreeing with the stationary-gap equation. Here \(|\Omega u|/T\approx0.09\); replacing the linearized density by \(c_0e^{\Omega u/T}\) moves the gap to 10.340 Å and leaves \(g_*\) at 0.349 eV Å.

**Eight steps.** The initial gaps are 70, 120, 95, 130, 80, 110, 85 and 110 Å, with \(g=0.10\) eV Å. At the mean gap of 100 Å, \(\sigma_F=2\times1\times80\times100/200^2=0.4\) s\(^{-1}\), against a repulsive rate of \(6.2\times10^{-4}\) s\(^{-1}\). Repulsion is therefore negligible at first, and pairing grows. Contacts occur at 3.284, 3.544, 3.886 and 4.474 s, leaving four double steps. At 10 s their gaps are 180.75, 251.96, 176.15 and 191.14 Å. This is a state at a finite time, not a stationary pattern.

The run needed 133 time steps. The smallest trial step set by the two limits of Section 7 was 0.0133 s; steps cut short at a contact can be shorter. For \(R=2\) at a 10 Å gap, \(\Lambda\approx20.05\) s\(^{-1}\), and one tenth of \(2.615/\Lambda\) is 0.0130 s, close to that value.

An adaptive integrator using the same velocity and joining rules found the same contacts, with times differing by at most \(1.3\times10^{-6}\) s. This measures integration and event-location error, not error in the physical model. Exchanging \(d_l\) and \(d_u\) removed all contacts and reduced the standard deviation of the gaps from 19.5 to 3.6 Å, confirming the direction of the attachment effect.

The deposited volume per step length is \(3\times10\times0.1\times800\times10=24\,000\) Å\(^2\). Summing the sampled staircase profile gives 24 000.024 Å\(^2\), within the sampling tolerance. The error from the step positions stays below \(2\times10^{-11}\) Å\(^2\) through all four joinings, none of which crosses the period boundary. The remaining values are in the numerical output below.

## Calculated quantities

```
temperature: 900 K; thermal energy: 0.07756 eV
area per atom: 10.0 A^2; layer height: 3.0 A
diffusivity: 1.0e+08 A^2/s; equilibrium density: 1.0e-05 A^-2
kappa: 1.28939e+05 A^2/(eV s)
flux: 0.10 A^-2 s^-1; growth rate: 1.00 layers/s
attachment lengths lower, upper: 90, 10 A
repulsion g: 0.10 eV A; contact width: 10.0 A
potential per atom / kT for isolated pair at contact: 0.0258
RK4 real-axis stability number: 2.7853
RK4 left half-disc radius: 2.615
uniform gap 10 A: zigzag rate 1.12529e+01 s^-1, RK4 limit 2.47519e-01 s
uniform gap 20 A: zigzag rate 6.44695e-01 s^-1, RK4 limit 4.32032e+00 s
uniform gap 50 A: zigzag rate 1.32034e-02 s^-1, RK4 limit 2.10953e+02 s
uniform gap 100 A: zigzag rate 6.18908e-04 s^-1, RK4 limit 4.50034e+03 s
RK4 limit at contact width: 1.0233e+16 atomic time units
zigzag gain after 40 steps at 0.97 limit: 6.3407e-03
zigzag gain after 40 steps at 1.03 limit: 1.5046e+02
volume error in unstable run: 0.0e+00 A^2 (per step length)
largest spectral radius / bound, 150 trains: 0.3783
largest energy growth / bound, 150 trains: 4.920e-04
two-step period: 200 A; starting small gap: 60 A
critical repulsion: 0.34905 eV A
critical repulsion: 0.02424 hartree bohr
contact time at 0.9 critical repulsion: 2.0736 s
held gap at 1.1 critical repulsion: 10.33561 A; root: 10.33561 A
eight-step initial gaps (A): 70 120 95 130 80 110 85 110
period: 800 A; simulated time: 10.0 s
contact 1: 3.2841 s; heights after (layers): 1 1 1 1 1 1 2
contact 2: 3.5439 s; heights after (layers): 1 1 2 1 1 2
contact 3: 3.8862 s; heights after (layers): 1 1 2 2 2
contact 4: 4.4739 s; heights after (layers): 2 2 2 2
final gaps (A): 180.75 251.96 176.15 191.14
time steps: 133; smallest controlled step: 1.32994e-02 s
largest contact-time difference from reference: 1.3e-06 s
deposited volume per step length: 24000.000 A^2
profile volume growth per step length: 24000.024 A^2
largest volume error in eight-step run: 1.1e-11 A^2
gap standard deviation at start: 19.526 A
with exchanged attachment lengths: contacts 0, final gap standard deviation 3.605 A
```
